# Comment on calculating graphene's charge from its final quantum capacitance

**The argument under review**

The submitted argument concerns a graphene channel whose potential has been raised by 0.30 V from charge neutrality. The author takes the differential quantum capacitance at the final potential, 7.063 μF/cm², multiplies it by 0.30 V, and reports a stored charge of 2.119 μC/cm². The reason offered is that capacitance is charge divided by voltage. The same charge is then used to find the gate voltage.

The capacitance is correct for the model stated below. The question is whether its product with the potential is the charge.

**Two quantities called capacitance**

Let $\phi$ be the channel potential measured from neutrality, with the contact holding the Fermi level fixed. Raising $\phi$ lowers the electron energies, so the Fermi level lies $e\phi$ above the Dirac point, where $e>0$. Let $n$ and $p$ be the electron and hole densities per area, and define

$$
Q=e(n-p).
$$

This $Q$ is positive for electrons. The graphene itself carries $-Q$, and the gate carries $+Q$ if there is no other charge. The differential quantum capacitance is

$$
C_q(\phi)=\frac{dQ}{d\phi}.
$$

It is the slope of the charge curve. The quotient $Q/\phi$ is the slope of the chord from neutrality to the final point. Since $Q(0)=0$, integrating the definition gives

$$
Q(\phi)=\int_0^\phi C_q(\phi')\,d\phi'.
$$

The author has taken the final value of $C_q$ outside this integral. That is justified if $C_q$ is constant over the interval, so its dependence on potential must be found first.

**The charge at zero temperature**

Assume ideal Dirac bands, $E=\pm\hbar vk$, with constant velocity $v$. Take $\phi>0$ first. At zero temperature, electrons fill a disc of radius $k_F$ in each of two valleys, with two spins. One state of each kind occupies an area $(2\pi)^2$ in $k$-space per unit sample area, so

$$
n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},
\qquad k_F=\frac{e\phi}{\hbar v}.
$$

There are no holes, and therefore

$$
Q=en=\frac{e^3\phi^2}{\pi\hbar^2v^2}.
$$

For negative $\phi$ the same count applies to holes and $Q$ changes sign. With $A=2e^3/(\pi\hbar^2v^2)$, both cases are

$$
Q=\tfrac12A\,\phi|\phi|,
\qquad C_q=\frac{dQ}{d\phi}=A|\phi|.
$$

For $\phi\ne0$ the author's product therefore obeys

$$
\frac{C_q\phi}{Q}=\frac{A|\phi|\phi}{\frac12A\phi|\phi|}=2.
$$

It is twice the charge. On a plot of $C_q$ against potential, the true charge is the area of a triangle, while the product is the area of the rectangle around it. Physically, few states are available near the Dirac point, so the first part of the potential rise adds less charge than the last part. The final capacitance credits the whole rise with the final density of states.

The product does work for a parabolic two-dimensional band at zero temperature, if the potential is measured from the band edge. There $E=\hbar^2k^2/(2m)$, so the density, proportional to $k_F^2$, is proportional to $\phi$. The slope and the chord then coincide.

**The author's numbers, corrected**

For the rough graphene value $v=10^6$ m/s, $\hbar v=0.6582$ eV nm. At 0.30 V,

$$
k_F=\frac{0.30}{0.6582}=0.4558\ \text{nm}^{-1},
\qquad
n=\frac{k_F^2}{\pi}=6.61\times10^{12}\ \text{cm}^{-2}.
$$

Multiplication by $e$ gives $Q=1.059$ μC/cm². The chord capacitance is $1.059/0.30=3.531$ μF/cm², half the differential value. The reported 2.119 μC/cm² exceeds the true charge by 1.059 μC/cm², an error of 100% relative to the true charge.

**A start away from neutrality**

The factor of two should not be turned into a general correction. Suppose the potential moves from $\phi_1$ to $\phi_2$, with $0\le\phi_1<\phi_2$. The added charge is

$$
\Delta Q=\tfrac12A(\phi_2^2-\phi_1^2)
=\tfrac12A(\phi_2+\phi_1)(\phi_2-\phi_1).
$$

The final-capacitance estimate is $A\phi_2(\phi_2-\phi_1)$, so the ratio of estimate to truth is

$$
\frac{C_q(\phi_2)(\phi_2-\phi_1)}{\Delta Q}
=\frac{2\phi_2}{\phi_1+\phi_2}.
$$

It is 2 for $\phi_1=0$ and tends to 1 for a small step at finite potential. From 0.20 to 0.30 V it is $0.60/0.50=1.20$.

The expression for $\Delta Q$ also shows the remedy: $\tfrac12A(\phi_1+\phi_2)$ is the mean of the two end capacitances. At 0.20 V, $C_q=4.709$ μF/cm², so

$$
\Delta Q=\frac{4.709+7.063}{2}\times0.10
=0.589\ \text{μC/cm}^2.
$$

The final capacitance alone would give 0.706 μC/cm². The mean of the end values fails if the step crosses neutrality, because $C_q$ then falls to zero and rises again. The integral must be split there. All of this holds at zero temperature, where $C_q$ is linear on each side. At 300 K the mean of the end values is still accurate from 0.20 to 0.30 V, but it overestimates a step from neutrality to 0.30 V by about 9%.

**The consequence for the gate**

The author's device has 5 nm of a hafnia-like oxide with rough relative permittivity 16. Its capacitance is $C_{ox}=\epsilon_0\epsilon_r/d=2.833$ μF/cm². If the gate voltage $V_G$ is measured from the value that makes the channel neutral, it is the sum of the channel potential and the oxide drop:

$$
V_G=\phi+\frac{Q}{C_{ox}}
=0.30+\frac{1.059}{2.833}=0.674\ \text{V}.
$$

The doubled charge would demand $0.30+2.119/2.833=1.048$ V for the same channel potential.

Replacing $C_q$ by the total capacitance does not rescue the method. Differentiating the gate equation with respect to $Q$ gives

$$
\frac1C=\frac{dV_G}{dQ}=\frac1{C_q}+\frac1{C_{ox}}.
$$

This series law relates small changes. To see what $CV_G$ gives, set $r=C_q/C_{ox}$. The series law becomes $C=C_q/(1+r)$. At zero temperature $Q=C_q\phi/2$, so $V_G=\phi(1+r/2)$. Hence

$$
\frac{CV_G}{Q}
=\frac{C_q}{1+r}\,\phi\left(1+\frac r2\right)\frac{2}{C_q\phi}
=\frac{2+r}{1+r}.
$$

For $r\ll1$ nearly all the gate voltage appears in the channel and the ratio approaches 2. For $r\gg1$ the oxide takes most of the voltage. Its constant capacitance then controls the charge, and the ratio approaches 1. Here $r=2.493$ and $C=2.022$ μF/cm². The product is $2.022\times0.674=1.363$ μC/cm², which is 1.286 times the true charge. The smaller error comes from the linear oxide, not from a better treatment of graphene. The limit $r\ll1$ belongs to zero temperature: with this oxide at 300 K, $r$ stays above about 0.30, and $CV_G/Q$ tends to 1 near neutrality and is 1.27 at 0.30 V.

**What room temperature changes**

At finite temperature $T$ both electrons and holes are present. The density of states per area is $D(E)=2|E|/(\pi\hbar^2v^2)$, the energy derivative of the state count above. Write $\mu=e\phi$, $\eta=\mu/k_BT$ and $f(x)=1/(1+e^{x/k_BT})$. Then

$$
Q=e\int_0^\infty D(E)\,[f(E-\mu)-f(E+\mu)]\,dE.
$$

Differentiation with respect to $\phi$ brings out a factor $e$. Since $\partial f(E-\mu)/\partial\mu=-\partial f(E-\mu)/\partial E$ and $\partial f(E+\mu)/\partial\mu=\partial f(E+\mu)/\partial E$, both terms enter as $-\partial f/\partial E$. Integrating by parts, with no boundary term because $D(0)=0$ and $f$ vanishes at high energy, gives

$$
C_q=\frac{2e^2}{\pi\hbar^2v^2}
\int_0^\infty[f(E-\mu)+f(E+\mu)]\,dE.
$$

The two integrals are $k_BT\ln(1+e^\eta)$ and $k_BT\ln(1+e^{-\eta})$. Multiplying the arguments of the logarithms yields

$$
C_q=\frac{2e^2k_BT}{\pi\hbar^2v^2}\ln(2+2\cosh\eta).
$$

Near neutrality the logarithm tends to the constant $\ln4$, so the author's product becomes correct in the limit $\phi\to0$. Thermal carriers have filled in the zero of the capacitance.

For large $\eta$, use $\ln(2+2\cosh\eta)=\eta+2\ln(1+e^{-\eta})$. The charge is the integral of $C_q$ over potential, hence proportional to

$$
\int_0^\eta[x+2\ln(1+e^{-x})]\,dx
\simeq\frac{\eta^2}{2}+\frac{\pi^2}{6}.
$$

The last term follows from expanding the logarithm and integrating to infinity: $\int_0^\infty\ln(1+e^{-x})dx=1-\frac14+\frac19-\cdots=\pi^2/12$. In the same units $C_q\phi$ is $\eta^2$, up to exponentially small terms, so

$$
\frac{C_q\phi}{Q}\simeq\frac{2}{1+\pi^2/(3\eta^2)}.
$$

At 300 K, numerical integration of the Fermi functions gives ratios of 1.02, 1.32, 1.66, 1.90 and 1.95 at 0.01, 0.05, 0.10, 0.20 and 0.30 V. At 0.30 V, $\eta=11.6$. The capacitance is unchanged to the digits used here, while the charge rises from 1.059 to 1.085 μC/cm². The extra charge is the $\pi^2/6$ term, accumulated while the potential passed through the thermally filled region near neutrality.

**How far a real channel departs from the model**

The velocity and oxide values are rough but representative of a thin top gate. The gap between graphene and oxide is neglected. An assumed 0.3 nm layer of relative permittivity 2.5 in series would lower the gate capacitance from 2.83 to 2.05 μF/cm² and raise $V_G$ from 0.674 to 0.82 V, leaving $Q(\phi)$ unchanged. A thick silicon-dioxide back gate has a much smaller $C_{ox}$, hence a larger $r$. Three further idealizations are sized one at a time at 0.30 V, each against the zero-temperature ratio of 2.

- **Band curvature.** For a nearest-neighbour honeycomb band with bond length 0.142 nm and hopping 3.09 eV, chosen to keep the same velocity at the Dirac point, the area inside the Fermi contour was found numerically. The ratio becomes 2.003. This band omits terms of first order in energy over hopping: a second-neighbour hopping of about 0.3 eV or an orbital overlap of about 0.13 moves the ratio by 0.02 to 0.03, still about 1%. The hopping moves it either way according to its sign, and the overlap lowers it to 1.98.
- **Charge puddles.** Let the local potential fluctuate about $\phi$ with rms $\sigma\ll\phi$, taken independent of $\phi$. The mean of its square is $\phi^2+\sigma^2$, while the mean capacitance stays proportional to $\phi$. The ratio is $2/(1+\sigma^2/\phi^2)$, or 1.95 for an assumed 0.05 V. In a real channel the carriers screen charged impurities, so $\sigma$ falls with density: in a static screening estimate, 0.05 V near neutrality becomes 0.02 to 0.03 V at 0.30 V, and the ratio is 1.97 to 1.98.
- **Velocity drift.** Interactions can make the velocity depend on density. If $e\phi=\hbar v(k_F)k_F$ with $v\propto k_F^\beta$, then $\phi\propto k_F^{1+\beta}$ and $Q\propto k_F^2\propto\phi^{2/(1+\beta)}$. The ratio is this exponent. An assumed 10% fall in velocity per tenfold rise in density means $0.9=(\sqrt{10})^\beta$, so $\beta=-0.0915$ and the ratio is 2.20. The drift depends on the surrounding dielectric: a first-order exchange estimate gives about 11% with a ratio of 2.25 for an effective permittivity near 5, and about 6% with a ratio of 2.12 for a permittivity near 10. Graphene on silicon dioxide under this oxide, with the gate 5 nm away, is close to the second case, with a ratio of about 2.11.

With these assumed inputs, velocity drift is the largest of the three corrections, about 10% for the assumed drift and about 6% for a permittivity near 10, and it increases the author's error.

The oxide field is $0.374\ \text{V}/5\ \text{nm}=0.75$ MV/cm, below an assumed rough breakdown field of 4 MV/cm. For a barrier of 2 eV at the graphene side, tilted by the oxide drop, and a tunnelling mass of 0.2 electron masses, the WKB estimate $\exp(-2\int\kappa\,dx)$, with $\kappa$ the local decay constant, gives a transmission of about $4\times10^{-14}$. The barrier is measured from the Fermi level. Both barrier inputs are rough, and the result is exponentially sensitive to them: a mass of 0.1 gives $3\times10^{-10}$, a mass of 0.3 gives $4\times10^{-17}$, and a 1.5 eV barrier gives $4\times10^{-12}$. Trapped charge is a separate matter. If negative charge equal to 10% of $Q$ is trapped at the graphene interface while the gate voltage is being raised, the gate must balance it too. This adds 10% of the oxide drop, about 0.04 V, to the required change of gate voltage. The same charge present from the start shifts the neutral point equally and leaves $V_G$, measured from that point, unchanged.

**Requested correction**

The charge should be recalculated as the integral of $C_q$ from neutrality, and the gate voltage from $V_G=\phi+Q/C_{ox}$. For the zero-temperature model, the entries 2.119 μC/cm² and 1.048 V should read 1.059 μC/cm² and 0.674 V. The differential capacitance of 7.063 μF/cm² may stand, provided it is used for small changes about the final potential. These digits belong to the model with $v=10^6$ m/s. Both $C_q$ and $Q$ scale as $1/v^2$, so $v=1.1\times10^6$ m/s gives 5.84 μF/cm², 0.876 μC/cm² and 0.609 V, with the ratio of 2 unchanged. Velocity drift at the same $Q$ raises $C_q$ to between 7.5 and 7.8 μF/cm² for ratios of 2.12 to 2.20.
